# When does the intermediate domain population peak in two-step 90° switching?

**Question**

I am modelling polarization reversal in a tetragonal ferroelectric. The polarization first points against the applied field. It turns by 90° into the plane of the plate, then by another 90° into the field direction. The first step has rate 2 per microsecond and the second has rate 1 per microsecond. I want the time at which the in-plane domains are most abundant.

My first guess was 0.5 µs, the mean waiting time of the first step, since by then the "average" region has arrived in the plane. But when I put 0.5 µs into the rate equations, the in-plane population is still growing. The mean time for the whole reversal is 1.5 µs, and that doesn't work either, because by then the population is falling. What fixes the peak, and could I see it in the switching current?

**Answer**

The peak is fixed by a balance of flows, and a mean waiting time doesn't tell you when two flows balance. In-plane domains are most abundant when regions enter the plane exactly as fast as they leave it. To find that moment you need both populations as functions of time.

**The model**

Let \(n_0\), \(n_1\) and \(n_2\) be the fractions of the material in the initial, in-plane and final orientations. The field is switched on at \(t=0\) and then held constant, so the rates \(k_1\) and \(k_2\) are constants. I assume that

- all of the material starts in the initial orientation;
- regions switch independently of each other;
- steps are irreversible, and there is no direct 180° path;
- each step is memoryless: the chance of switching in the next instant doesn't depend on how long a region has already waited.

A tetragonal crystal has four in-plane polarization directions. I count them together as one intermediate state, so \(k_1\) is the total rate into all four. The balance equations are

\[
\dot n_0=-k_1n_0,\qquad
\dot n_1=k_1n_0-k_2n_1,\qquad
\dot n_2=k_2n_1 .
\]

Their sum is zero, so \(n_0+n_1+n_2=1\) at all times.

**Solving for the populations**

The first equation, with \(n_0(0)=1\), gives

\[
n_0=e^{-k_1t}.
\]

Put this into the second equation and move the loss term to the left:

\[
\dot n_1+k_2n_1=k_1e^{-k_1t}.
\]

Multiplying by \(e^{k_2t}\) turns the left side into a single derivative:

\[
\frac{d}{dt}\left(e^{k_2t}n_1\right)=k_1e^{-(k_1-k_2)t}.
\]

Now integrate from 0 to \(t\). The lower limit on the left contributes nothing because \(n_1(0)=0\). For \(k_1\ne k_2\),

\[
e^{k_2t}n_1=\frac{k_1}{k_1-k_2}\left[1-e^{-(k_1-k_2)t}\right].
\]

Multiplying by \(e^{-k_2t}\) gives

\[
n_1=\frac{k_1}{k_1-k_2}\left(e^{-k_2t}-e^{-k_1t}\right).
\]

This is positive for either order of the rates: if \(k_1<k_2\), the prefactor and the bracket are both negative.

**Finding the peak**

Compare the outflow \(k_2n_1\) with the inflow \(k_1n_0\). Their ratio is

\[
R(t)=\frac{k_2n_1}{k_1n_0}
=\frac{k_2}{k_1-k_2}\left[e^{(k_1-k_2)t}-1\right].
\]

It starts at zero, and its derivative, \(k_2e^{(k_1-k_2)t}\), is positive. The ratio therefore rises steadily and can pass through one only once. Before that moment inflow wins and \(n_1\) grows; afterwards outflow wins and \(n_1\) falls. So there is a single maximum, at \(R=1\):

\[
e^{(k_1-k_2)t^*}-1=\frac{k_1-k_2}{k_2}
\quad\Longrightarrow\quad
e^{(k_1-k_2)t^*}=\frac{k_1}{k_2}.
\]

Taking the logarithm,

\[
t^*=\frac{\ln(k_1/k_2)}{k_1-k_2}.
\]

This time is positive for either order of the rates, because numerator and denominator change sign together. For your numbers,

\[
t^*=\frac{\ln 2}{(2-1)\ \mu\mathrm{s}^{-1}}
=0.693\ \mu\mathrm{s}.
\]

The height follows from the balance condition, \(n_1^*=(k_1/k_2)n_0^*\). Write \(r=k_1/k_2\). Since \(e^{-k_1t^*}=r^{-k_1/(k_1-k_2)}\),

\[
n_1^*=r\,r^{-k_1/(k_1-k_2)}
=r^{-k_2/(k_1-k_2)} .
\]

With \(r=2\) the exponent is \(-1\), so \(n_1^*=1/2\). At the peak half of the material is in the plane, a quarter hasn't started, and a quarter has finished.

As a check that avoids the differential equations, one can draw random exponential waiting times with means 0.5 and 1 µs for 400,000 regions, and count those that have made the first step but not the second at \(t^*\). The fraction found is 0.501.

**Why your two guesses fail**

At 0.5 µs, \(n_0=0.3679\) and \(n_1=0.4773\). The flows are

\[
k_1n_0=0.736\ \mu\mathrm{s}^{-1},\qquad
k_2n_1=0.477\ \mu\mathrm{s}^{-1},
\]

so more material is still arriving than leaving. At 1 µs the populations are 0.1353 and 0.4651. The inflow is then 0.271 per microsecond and the outflow 0.465, so the peak has passed.

The mean first wait, \(1/k_1=0.5\) µs, contains no information about departures. The mean completion time, \(1/k_1+1/k_2=1.5\) µs, averages over finished journeys, including the long ones in the tail. Neither is a condition on the two flows at one instant.

The maximum is also rather flat. Between 0.5 and 1 µs the population stays above 0.46, so a noisy measurement of \(n_1\) fixes its height better than its time.

**Other rate ratios**

If the rates are equal, set \(k_1=k(1+\delta)\) and \(k_2=k\), and let \(\delta\) go to zero:

\[
t^*=\frac{\ln(1+\delta)}{k\delta}\to\frac1k,
\qquad
n_1^*=(1+\delta)^{-1/\delta}\to\frac1e .
\]

Two rates of 1 per microsecond therefore give a peak at 1 µs with height 0.368.

If the first step is much faster, \(t^*\approx\ln(k_1/k_2)/k_1\) and the height approaches one: nearly everything collects in the plane before it leaves. If the second step is much faster, \(t^*\approx\ln(k_2/k_1)/k_2\) and the height is about \(k_1/k_2\): each region leaves soon after it arrives.

Exchanging the two rates leaves \(t^*\) unchanged, but not the height. In the formula for \(n_1\), everything except the factor \(k_1\) in front is unchanged by the exchange. With rates 1 and then 2 per microsecond, the peak is still at 0.693 µs, but its height is 0.25 instead of 0.50. The peak time alone can't tell you which step is slower.

The height can. Its logarithm is \(-\ln r/(r-1)\). The quantity \(\ln r/(r-1)\) is the slope of the chord of the logarithm between 1 and \(r\), which decreases with \(r\) because the logarithm is concave. The height therefore increases steadily with \(r\), and within this model a measured height fixes the ratio. The peak time then sets the scale of both rates. This holds only for two memoryless steps with no other path: the direct path treated below gives the same peak time and height as rates of 1.97 and 1.15 per microsecond without it.

**Can you see the peak in the current?**

Let \(P_s\) be the spontaneous polarization, and count polarization as positive along the field. The initial domains contribute \(-P_s\), the final ones \(+P_s\), and the in-plane ones nothing. Leaving out field-induced polarization for the moment,

\[
P=P_s(n_2-n_0),\qquad
J=\dot P=P_s(k_1n_0+k_2n_1).
\]

Each 90° step changes the polarization along the field by \(P_s\), so both flows add to the current. The peak, however, depends on their difference. Inserting the populations,

\[
J=\frac{P_sk_1}{k_1-k_2}
\left[(k_1-2k_2)e^{-k_1t}+k_2e^{-k_2t}\right].
\]

Your rates satisfy \(k_1=2k_2\), so the first term vanishes. What remains is

\[
J=2P_sk_2e^{-k_2t},
\]

a single exponential with no feature at \(t^*\). In this model your current looks just like that of a one-step 180° reversal with rate 1 per microsecond.

There is a simple reason. With \(x=e^{-k_2t}\), the populations for \(k_1=2k_2\) are

\[
n_0=x^2,\qquad n_1=2x(1-x),\qquad n_2=(1-x)^2 .
\]

These are the probabilities for two independent units that each flip with rate \(k_2\): none, one or both have flipped. The polarization is \(P=P_s(1-2x)\), and \(n_1=\tfrac12-2(x-\tfrac12)^2\) is largest at \(x=\tfrac12\). So for this ratio \(P\) crosses zero just when \(n_1\) peaks. That isn't a general rule. With rates 3 and 1 per microsecond and \(P_s=26\) µC/cm², the polarization at the peak is 0.98 µC/cm².

A better signal is the thickness of the plate. In the initial and final states the long axis \(c\) of the unit cell lies along the thickness; in the intermediate state the short axis \(a\) does. Relative to the start, and leaving out the piezoelectric strain within each domain, the thickness strain is

\[
\varepsilon=-s\,n_1,\qquad s=1-\frac ac .
\]

In this approximation the plate is thinnest at \(t^*\). The piezoelectric strain, roughly 0.01 to 0.02 percent at the field used below, would move the minimum earlier by a few percent at most.

**Numbers for a barium titanate plate**

To see what the model leaves out, take a small, mechanically free plate of tetragonal barium titanate at 300 K. I use rough values: \(P_s=26\) µC/cm² and \(s=1\) percent. The plate is 0.1 mm thick and 0.2 mm wide, with a square face, and the field is 10 kV/cm, which means 100 V. The two rates are your given values, not predictions for this material.

The current density starts at \(26\times2=52\) A/cm², because 1 µC/cm² per microsecond is 1 A/cm². At \(t^*\) it has halved to 26 A/cm². The thickness strain there is \(-0.01\times0.5=-0.50\) percent, or about 0.5 µm of contraction.

*Clamping.* This decides whether the model applies at all. A 90° step shortens one axis by a fraction \(s\) and lengthens another by nearly the same amount. If the surroundings prevent this shape change completely, an isotropic estimate of the elastic energy density is

\[
u=2Gs^2=2\times45\ \mathrm{GPa}\times(0.01)^2
=9.0\ \mathrm{MJ/m^3},
\]

where \(G\) is a rough shear modulus. The field supplies only \(P_sE=0.26\) MJ/m³ per step, 35 times less. In a fully clamped region the first step would be strongly uphill, and constant forward rates would make no sense. A free plate removes the external clamping, but neighbouring domains must still fit together. The independence of regions is therefore a real assumption, not a detail. Even in a free plate, strain takes time to relax: sound at about 5 mm/µs needs 0.04 µs to cross the width, about 6 percent of \(t^*\).

*Memory.* Switching by nucleation and growth needn't be memoryless. Suppose the chance of still waiting after a time \(t\) is \(\exp[-(t/\tau)^2]\) for each step, with the second clock started on arrival in the plane. Choose the two values of \(\tau\) so that the mean waits remain 0.5 and 1 µs. The peak then moves to 0.88 µs, 27 percent later, and its height rises to 0.77. The higher peak fits the limit of perfectly sharp waits, in which all regions would be in the plane together from 0.5 to 1.5 µs.

*Unequal regions.* Let both rates in each region be multiplied by a common lognormal factor with median one and a standard deviation of 0.5 in its logarithm. The average population peaks at 0.63 µs, 9 percent early, with height 0.45.

*A direct path.* If regions can also reverse by 180° directly with rate \(k_d\), the initial state empties at the total rate \(K=k_1+k_d\). Only the part \(k_1n_0\) enters the plane, so

\[
n_1=\frac{k_1}{K-k_2}\left(e^{-k_2t}-e^{-Kt}\right),
\qquad
t^*=\frac{\ln(K/k_2)}{K-k_2}.
\]

The time follows from the same derivative condition, \(Ke^{-Kt}=k_2e^{-k_2t}\). For \(k_d=0.2\) per microsecond the peak comes at 0.657 µs, 5 percent early, and its height is 0.47.

*Reverse steps.* For a stress-free cube of 10 nm side that switches as a unit, the field work per step is 1.62 eV. Detailed balance makes the reverse rate smaller than the forward rate by the Boltzmann factor of this energy, with at most a factor of four for the number of in-plane directions. At 300 K the ratio is about \(2\times10^{-27}\) if field-induced polarization is left out. The induced polarization estimated below lowers the work of the second step to about 1.52 eV and raises its ratio to about \(10^{-25}\). Reverse steps are negligible only if field work is the whole energy difference. The estimate leaves out domain walls and bound charge. A wall energy of just 0.43 mJ/m² on the six faces would cancel the full 1.62 eV, and the unscreened charge of a switched region of this size costs several eV. It also doesn't cover a clamped region, where elastic energy can drive the domain back.

*Induced polarization.* The field also polarizes the in-plane domains, which are much softer in this direction. With rough relative permittivities of 4000 for in-plane and 170 for axial domains, used as linear values at the full field, the extra polarization is \(3.39\,n_1\) µC/cm². At \(t^*\) it is 1.70 µC/cm², so the polarization has already passed zero by then, even without counting the constant induced part common to all domains. The extra current is proportional to \(\dot n_1\) and changes sign at \(t^*\). In principle it carries the signal that the main current lacks, but you would have to separate it from a larger background.

*The circuit.* The extra current adds \(3.39\times2=6.8\) A/cm² at the start, for a total of 58.8 A/cm². Through an area of \(4\times10^{-4}\) cm² and a 50 ohm load, this drops 1.18 V of the applied 100 V. Up to \(t^*\) both parts of the current decrease, so once the brief initial charging of the plate is over, this is the largest drop in that interval. If both rates follow Merz's law, \(k\propto e^{-E_a/E}\), with a rough \(E_a\) of 10 kV/cm, they fall by about 1.2 percent at most. Multiplying both rates by a common factor divides \(t^*\) by that factor, so the peak is delayed by no more than about 1.2 percent in this estimate. The time constant for charging the plate through the load is below 1 ns.

*Heat and breakdown.* A full reversal turns at most \(2P_sE\) of field work into heat. With a heat capacity of about 3 MJ/(m³ K), this warms the plate by about 0.17 K, leaving out the smaller electrocaloric effect. The field is about a fifth of a rough breakdown field of 50 kV/cm.

**How far to trust the number for a real crystal**

The polarization, strain and temperature used here are typical of tetragonal barium titanate, but the two clean rates are an idealization. Real reversal can involve nucleation, moving walls, direct 180° switching and elastic coupling between domains. Among the changes to the kinetics sized above, memory moves the peak most, by 27 percent. That is the result for one assumed waiting-time law, not an error bar for every crystal. Strong clamping is worse, because it invalidates the rate equations instead of merely shifting their answer.

So for your exercise, with constant memoryless rates, use 0.693 µs. For an experiment, record the thickness strain along with the current. With your rates, the model's main switching current can't distinguish the two-step path from a single step, whereas the contraction follows the in-plane population directly. The numerical output below lists the populations at further times.

## Values computed for the example and the checks

```
rates k1, k2: 2.0, 1.0 per us
peak time t*: 0.6931 us = 693 ns
n0, n1, n2 at t*: 0.2500, 0.5000, 0.2500
n1 at t* from random waiting times: 0.501
t = 0.25 us: n0, n1, n2 = 0.6065, 0.3445, 0.0489
t = 0.50 us: n0, n1, n2 = 0.3679, 0.4773, 0.1548
t = 1.00 us: n0, n1, n2 = 0.1353, 0.4651, 0.3996
t = 2.00 us: n0, n1, n2 = 0.0183, 0.2340, 0.7476
mean waits, steps 1 and 2: 0.50, 1.00 us
mean completion time: 1.50 us
rates exchanged: t* = 0.6931 us, height 0.2500
both rates 1 per us: t* = 1.0000 us, height 0.3679
Ps (rough): 26 uC/cm2
polarization at t*: 0.00 uC/cm2
same for rates 3 and 1 per us: 0.98 uC/cm2
current density at 0 and t*: 52.0, 26.0 A/cm2
tetragonal strain (rough): 1.0 percent
thickness strain at t*: -0.50 percent
field, temperature: 10 kV/cm, 300 K
plate thickness, width: 0.1, 0.2 mm
memory, exponent 2: peak 0.879 us, height 0.769
shift from memory: 26.8 percent
rate spread, log width 0.5: peak 0.632 us, height 0.449
shift from spread: -8.8 percent
direct channel 0.2 per us: peak 0.657 us, height 0.471
shift from direct channel: -5.2 percent
field work per step, 10 nm cube: 1.62 eV
reverse/forward rate, upper estimate: 2e-27
shear modulus (rough): 45 GPa
field work density per step: 0.26 MJ/m3
fully clamped elastic energy: 9.0 MJ/m3
clamped energy / field work: 35
sound speed (rough): 5 mm/us
acoustic transit across width: 0.040 us
relative permittivity, in-plane and axial domains (rough): 4000, 170
extra induced polarization, all in-plane: 3.39 uC/cm2
extra induced polarization at t*: 1.70 uC/cm2
applied voltage, load: 100 V, 50 ohm
largest load voltage before t*: 1.18 V
Merz activation field (rough): 10 kV/cm
delay of t* from load, upper estimate: 1.2 percent
circuit charging time, upper estimate: 0.71 ns
heat capacity (rough): 3.0 MJ/(m3 K)
heating by full reversal: 0.17 K
breakdown field (rough): 50 kV/cm
field / breakdown field: 0.20
```
